# Solute trapping at a moving crystal–melt interface in the dilute limit

Suppose that a laser pulse melts a thallium-implanted silicon surface, and that the melt refreezes with its interface at equilibrium. With a partition coefficient of \(2\times10^{-4}\), a melt holding \(10^{19}\ \mathrm{cm^{-3}}\) of thallium would first deposit a crystal holding only \(2\times10^{15}\ \mathrm{cm^{-3}}\). For the crystal to reach the dopant fraction of the original melt, also \(2\times10^{-4}\), the liquid at the interface would need a thallium fraction of \(2\times10^{-4}/2\times10^{-4}=1\). That would be pure thallium, with no silicon left to freeze and far outside the dilute range in which the coefficient applies. At equilibrium, then, nearly all the thallium would stay in the melt and be swept to the surface. But the equilibrium coefficient applies only if the interface moves slowly enough for solute to escape from it. The question is how slow that is, and what replaces the coefficient when the interface is faster.

## The quantity sought

A planar interface advances into the melt at net speed \(v>0\). Let \(C_S\) be the solute mole fraction in newly buried solid and \(C_L\) that in the liquid touching the interface. Both are small, and solid and liquid are taken to have the same number \(n\) of atomic sites per volume. The trapping coefficient is

\[
k(v)=\frac{C_S}{C_L}.
\]

It compares the two sides of the interface, not the crystal with the distant melt.

Solute crosses the interface by changing places with solvent, which leaves the number of solid sites unchanged and so does not move the interface. The equilibrium coefficient \(k_e\) is the ratio \(C_S/C_L\) at which this exchange balances at the interface temperature. Let \(\Delta\mu_B\) and \(\Delta\mu_A\) be the solid-minus-liquid differences of the concentration-independent chemical potentials of solute and solvent. Then

\[
k_e=\exp\left[-\frac{\Delta\mu_B-\Delta\mu_A}{k_BT}\right].
\]

At the melting point of the solvent \(\Delta\mu_A=0\), and \(k_e\) is the ordinary dilute partition coefficient.

## First derivation: balance of fluxes

Let a solute atom in the outermost solid layer, of thickness \(\lambda\), leave for the liquid at rate \(\Gamma\). The layer has \(n\lambda\) sites per area, so the outgoing flux is \(n\lambda\Gamma C_S\). If \(\Gamma'\) is the rate of the reverse exchange, the incoming flux is \(n\lambda\Gamma' C_L\). At rest the two must cancel when \(C_S=k_eC_L\), which requires \(\Gamma'=k_e\Gamma\). This rate ratio is kept when the interface moves. Divided by \(n\), the net escape flux from solid to liquid is

\[
J=v_D(C_S-k_eC_L),\qquad v_D=\lambda\Gamma .
\]

The speed \(v_D\) is the interface diffusion speed. If hops across the interface have the rate of a one-dimensional random walk with diffusivity \(D_i=\lambda^2\Gamma\), then \(v_D=D_i/\lambda\).

The advancing interface takes in liquid of composition \(C_L\), and hence solute at the rate \(vC_L\) per area (again divided by \(n\)). Exchange returns \(J\) to the liquid. The remainder is buried at the rate \(vC_S\):

\[
vC_S=vC_L-v_D(C_S-k_eC_L).
\]

Moving the terms in \(C_S\) to the left gives

\[
(v+v_D)C_S=(v+k_ev_D)C_L .
\]

Division by \((v+v_D)C_L\), and then of numerator and denominator by \(v_D\), yields the dilute Aziz coefficient

\[
\boxed{\,k(v)=\frac{k_e+v/v_D}{1+v/v_D}\,}
\]

## Second derivation: the history of one layer

Now follow a single layer from the moment it freezes. It starts with the liquid's composition, \(C(0)=C_L\). While exposed, it loses solute at rate \(\Gamma C\) and gains it at rate \(k_e\Gamma C_L\). With \(C_L\) held steady,

\[
\frac{dC}{dt}=-\Gamma\,(C-k_eC_L).
\]

The difference \(C-k_eC_L\) decays exponentially from its initial value \((1-k_e)C_L\). If the next layer covers this one after a time \(\tau\), diffusion in the solid being negligible afterwards, the buried composition is

\[
C(\tau)=k_eC_L+(1-k_e)C_L\,e^{-\Gamma\tau}.
\]

Averaging over many layers gives

\[
k=k_e+(1-k_e)\left\langle e^{-\Gamma\tau}\right\rangle .
\]

The mean exposure time is \(\bar\tau=\lambda/v\), because the interface must advance \(\lambda\) per layer on average. The average also needs the distribution of \(\tau\). Suppose that covering is a random event whose probability per time, \(v/\lambda\), does not depend on how long the layer has waited. Then \(\tau\) is exponentially distributed, and

\[
\left\langle e^{-\Gamma\tau}\right\rangle
=\frac{v}{\lambda}\int_0^\infty e^{-(v/\lambda+\Gamma)\tau}\,d\tau
=\frac{v/\lambda}{v/\lambda+\Gamma}
=\frac{v}{v+v_D}.
\]

Inserting this,

\[
k=\frac{k_e(v+v_D)+(1-k_e)v}{v+v_D}
=\frac{k_ev_D+v}{v+v_D},
\]

which is the boxed result. The fraction \(v/(v+v_D)\) is the probability that a solute atom is covered before its first escape.

## What each derivation assumes

The first derivation seems to need no distribution of exposure times. It does contain one, in the double use of \(C_S\): for the solid from which solute escapes, and for the solid that is buried. These are different averages. Write \(L=\langle e^{-\Gamma\tau}\rangle\). The time-averaged composition of the exposed layer is

\[
\bar C=\frac{1}{\bar\tau}\left\langle\int_0^\tau C(t)\,dt\right\rangle
=k_eC_L+(1-k_e)C_L\,\frac{1-L}{\Gamma\bar\tau},
\]

whereas the buried composition is \(k_eC_L+(1-k_e)C_L\,L\). For \(k_e\neq1\) they agree when

\[
\frac{1-L}{\Gamma\bar\tau}=L
\quad\Longrightarrow\quad
L=\frac{1}{1+\Gamma\bar\tau}=\frac{v}{v+v_D}.
\]

That is the value found for exponential times. The flux balance thus assumes that the layer being buried is, on average, like the layer that is exposed. Random covering makes this true.

Equal exposure times do not. With \(\tau=\lambda/v\) for every layer, \(\Gamma\tau=v_D/v\) and

\[
k=k_e+(1-k_e)e^{-v_D/v}.
\]

No layer is now covered earlier than average. For \(v\ll v_D\), such early layers supply most of the solute trapped above the equilibrium amount, so much less is trapped without them. Since \(e^{-\Gamma\tau}\) is a convex function of \(\tau\), its average is at least its value at the mean. With \(C_L\) held steady, equal times therefore give the lowest \(k\) at given \(v\), \(v_D\) and \(k_e<1\). If \(C_L\) varies between advances, this order need not hold.

An intermediate case has three successive random events, each of mean duration \(\bar\tau/3\), before a layer is covered. The average of the exponential is then a product of three equal factors:

\[
k=k_e+(1-k_e)\left(1+\frac{v_D}{3v}\right)^{-3}.
\]

These three laws were tested by simulating individual escapes and arrivals in 300,000 layers per case, with \(k_e=0.2\) and \(v/v_D=0.1,\,1,\,5\). The largest of the nine deviations was 0.86 standard errors.

Both derivations share two further assumptions. Net growth carries liquid into the solid without regard to species, and exchange proceeds independently of growth. The law is a kinetic model built on these assumptions; thermodynamics fixes only its value at rest.

## Limits and use of the formula

For \(v\ll v_D\), expansion to first order gives

\[
k\simeq k_e+(1-k_e)\frac{v}{v_D}.
\]

When \(k_e\) is small, the second term overtakes the first at \(v\approx k_ev_D\), far below \(v_D\). For random covering, this answers the opening question: equilibrium partitioning requires \(v\ll k_ev_D\), not merely \(v\ll v_D\). For equal exposure times and a steady \(C_L\), the condition is weaker: \(e^{-v_D/v}\ll k_e\) is enough.

In the opposite limit,

\[
1-k=\frac{1-k_e}{1+v/v_D}\simeq(1-k_e)\frac{v_D}{v},
\]

so trapping becomes complete gradually. The derivative,

\[
\frac{dk}{dv}=\frac{(v+v_D)-(v+k_ev_D)}{(v+v_D)^2}
=\frac{(1-k_e)v_D}{(v+v_D)^2},
\]

is positive for \(k_e<1\). For \(k_e>1\) it is negative, and \(k\) falls towards 1. These statements hold \(k_e\) and \(v_D\) fixed as \(v\) changes.

To infer \(v_D\) from a known \(k\), write \(k(v+v_D)=v+k_ev_D\) and collect terms:

\[
v_D=\frac{v(1-k)}{k-k_e}.
\]

Setting \(k=1/2\) gives \(v=v_D(1-2k_e)\), provided \(k_e<1/2\).

## An example in laser-melted silicon

Take the rough or round values \(k_e=2\times10^{-4}\), \(D_i=10^{-4}\ \mathrm{cm^2/s}\), \(\lambda=0.25\) nm and \(v=4\) m/s. Then

\[
v_D=\frac{D_i}{\lambda}=40\ \mathrm{m/s},\qquad
k=\frac{0.0002+0.1}{1+0.1}=0.091 .
\]

This is about 455 times \(k_e\), although the interface moves at only a tenth of \(v_D\). The mean exposure time is 62.5 ps, which is \(\Gamma\bar\tau=10\) times the mean time an exposed solute atom would take to leave. A simulation of one million layers gave \(k=0.0910\pm0.0003\), the uncertainty being one standard error.

At fixed \(k_e\) and \(v_D\), the law gives \(k=0.0027\) at 0.1 m/s, 0.025 at 1 m/s, 0.20 at 10 m/s and 0.50 at 40 m/s. The last two values show the shape of the law rather than the behaviour of silicon. With the kinetic coefficient used below they imply 150 K and 600 K of undercooling, so \(k_e\) and \(v_D\) would not stay fixed, and above roughly 15 m/s silicon refreezes amorphous. Departure from equilibrium sets in near \(k_ev_D=0.008\) m/s.

## The liquid ahead of the interface

A small \(k\) does not by itself mean a lightly doped crystal, because rejected solute accumulates in the liquid. Let \(z\) be the distance from the interface into the liquid and \(D\) the liquid diffusivity. In steady state, the solute carried towards the interface equals the solute buried:

\[
vC+D\frac{dC}{dz}=vC_S .
\]

With \(C(0)=C_S/k\), the solution is

\[
C(z)=C_S\left[1+\left(\frac1k-1\right)e^{-vz/D}\right].
\]

Far away \(C=C_S\): the steady crystal has the composition of the original melt. The excess solute in the liquid, expressed as a thickness of crystal of composition \(C_S\), is

\[
\ell=\int_0^\infty\left(\frac{C}{C_S}-1\right)dz
=\left(\frac1k-1\right)\frac Dv .
\]

With \(D=D_i\), the boundary layer is \(D/v=2.5\) nm thick and \(\ell=25\) nm. In a uniformly doped melt 100 nm deep, about a quarter of the solute would therefore be missing from the first-frozen crystal and end up near the surface. The fraction is proportional to \(D\), and \(D=D_i\) is a low choice for a dopant in liquid silicon: at fixed \(k\), \(D=3\times10^{-4}\ \mathrm{cm^2/s}\) would give \(\ell=75\) nm, comparable to the melt depth. The result is also only an estimate, since the steady profile needs time to form. An interface that initially rejects a fraction \(1-k\) of the solute must travel at least \(\ell/(1-k)=D/(kv)=27\) nm to accumulate the excess. With \(k_e\) in place of \(k\), \(\ell\) would be about 12,500 nm, far more than the melt could supply.

A lattice of discrete layers with random advances and a diffusing liquid gives the same \(k\), but a decay length of 2.6 nm and an excess of 27 nm. When \(D=D_i\), the steady flux between neighbouring liquid layers \(j\) and \(j+1\) obeys \((v+v_D)C_{j+1}-v_DC_j=vC_S\). The excess \(C_j-C_S\) is therefore multiplied by \(v_D/(v+v_D)=1/1.1\) from each layer to the next. The decay length is then \(\lambda/\ln1.1\), and the sum over layers replaces \(D/v=10\lambda\) by \(11\lambda\).

## When the interface does not stay flat

The solute pile-up can destabilize a planar front. Solvent equilibrium gives the liquidus slope. Dissolved solute lowers the solvent's chemical potential by \(k_BTC_L\) in the liquid and \(k_BTC_S\) in the solid. With latent heat \(\Delta H\) per atom, an undercooling \(\Delta T\) below the melting temperature \(T_m\) must compensate the difference:

\[
\Delta H\frac{\Delta T}{T_m}=k_BT_m(1-k_e)C_L
\;\Rightarrow\;
m=\frac{\Delta T}{C_L}=\frac{k_BT_m^2(1-k_e)}{\Delta H}.
\]

Displace the front by \(\varepsilon\cos qx\). A crest has curvature \(q^2\varepsilon\), which lowers its melting temperature by \(Gq^2\varepsilon\), where \(G\) is the surface energy times \(T_m\) divided by the latent heat per volume. At uniform temperature the liquid concentration at the crest must therefore change by \(-Gq^2\varepsilon/m\).

Consider a non-oscillating disturbance at the border between growth and decay. The local speed is then still \(v\), so neither the speed dependence of \(k\) nor attachment kinetics contributes. Let the added concentration be \(b\,e^{-pz}\cos qx\). Steady diffusion in the moving frame requires

\[
p^2-\frac vD p-q^2=0 ,
\]

with the positive root for \(p\). Let \(\Delta C=C_L-C_S\). The undisturbed concentration at the crest has changed by \(-v\Delta C\varepsilon/D\), so the interface condition gives

\[
b=\varepsilon\left(\frac{v\Delta C}{D}-\frac{Gq^2}{m}\right).
\]

Solute balance at the crest reads \(v(1-k)C=-D\,\partial C/\partial z\). To first order, the right side minus the left is

\[
-\frac{v^2\Delta C}{D}\varepsilon+Dpb+v(1-k)\frac{Gq^2}{m}\varepsilon=\varepsilon F,
\]

\[
F=v\Delta C\left(p-\frac vD\right)
-\left[Dp-v(1-k)\right]\frac{Gq^2}{m}.
\]

Positive \(F\) means that diffusion removes solute from the crest faster than growth at speed \(v\) rejects it there, so the crest can advance faster than \(v\). It then grows, provided that attachment kinetics is strong enough for a uniform change of interface speed to die out, as is assumed here. The equation for \(p\) gives \(p-v/D=q^2/p\), and \(p\ge v/D\). Hence

\[
F\le q^2\left(D\Delta C-\frac{kvG}{m}\right),
\]

with equality approached for long waves. Setting the bracket to zero and using \(\Delta C=C_S(1-k)/k\) gives the largest solid fraction for a stable front:

\[
C_{S,\mathrm{crit}}=\frac{k^2vG}{Dm(1-k)} .
\]

For rough values \(T_m=1690\) K, \(\Delta H=0.52\) eV and surface energy \(0.4\ \mathrm{J/m^2}\), one finds \(m=473\) K per unit mole fraction and \(G=162\) K nm. The critical density is about \(6\times10^{19}\ \mathrm{cm^{-3}}\), six times the example's. This margin is not secure. It scales as \(1/D\), so a liquid diffusivity of \(3\times10^{-4}\ \mathrm{cm^2/s}\) at the same \(k\) lowers the critical density to \(2\times10^{19}\ \mathrm{cm^{-3}}\). It also uses the equilibrium liquidus slope. With trapping, each solute atom enters the solid at a free-energy cost \(k_BT\ln(k/k_e)\), and the factor \(1-k_e\) in \(m\) becomes \(1-k+k\ln(k/k_e)\approx1.47\), which gives about \(4\times10^{19}\ \mathrm{cm^{-3}}\). If the rejected solute also drags on the interface, the factor is \(1-k+\ln(k/k_e)\approx7\) and the example would be slightly unstable. The estimate further neglects temperature gradients and does not cover oscillating disturbances.

## How far the number can be trusted

**Concentration.** Exchange needs a solvent partner, so beyond the dilute limit the escape flux becomes \(v_D[C_S(1-C_L)-k_eC_L(1-C_S)]\). Inserting it in the interface balance and collecting \(C_S\) gives

\[
k=\frac{k_e+v/v_D}{1+v/v_D-(1-k_e)C_L}.
\]

To first order, \(k\) rises by the relative amount \((1-k_e)C_L/(1+v/v_D)\). Here \(C_L=0.0022\), and the rise is 0.2%.

**Undercooling.** A rough kinetic coefficient of 15 K per m/s puts the interface 60 K below \(T_m\). There \(\Delta\mu_A=-\Delta H\Delta T/T_m\). With \(\Delta\mu_B\) held fixed, \(k_e\) falls to \(1.3\times10^{-4}\). A rough diffusion activation energy of 0.3 eV lowers \(v_D\) to 37 m/s. Together they raise \(k\) to 0.097, or by 7%. The lower \(v_D\) is responsible; the change in \(k_e\) acts the other way and hardly matters, because \(k_e\ll v/v_D\).

**Solid diffusion.** Freezing 100 nm takes 25 ns. For a rough solid diffusivity \(D_s=10^{-11}\ \mathrm{cm^2/s}\), the diffusion length \(\sqrt{2D_st}\) is 0.007 nm, much less than a layer.

**Growth mechanism.** This is the largest of the effects estimated here. At the same mean speed and with \(C_L\) held steady, three-stage covering gives \(k=0.012\), and equal exposure times give \(k=0.00025\), only 23% above the equilibrium value. Remelting is also neglected. At 60 K undercooling, the ratio of solvent melting to freezing rates is \(\exp[-\Delta H\Delta T/(T_mk_BT)]=0.88\), so the net advance is a small difference between two large rates. A model with remelting would need separate rates for solute-bearing sites that respect detailed balance. Its effect on \(k\) is not sized here. Until it is, \(v_D\) is best read as an effective parameter obtained from \(k\) at a known speed, rather than as a known hop rate.

Speeds of a few metres per second and melt depths of order 100 nm do occur in nanosecond laser melting of silicon. Thallium is a suitable dopant for the example because its equilibrium partition coefficient is very small. The value \(v_D=40\) m/s, however, is an estimate from \(D_i/\lambda\), not a measurement for thallium. Real implants are not uniform in depth, and the interface speed varies during freezing, so a profile calculation must follow the liquid concentration in time and apply \(k(v)\) at each moment. Nor does \(k\) say how much of the trapped thallium is electrically active. The full set of values is in the numerical output below.

## Computed results

```
INPUTS (rough or round values)
equilibrium partition coefficient k_e: 0.0002
interface and liquid diffusivity: 0.0001 cm2/s
layer spacing: 0.25 nm
crystallization speed: 4 m/s
melt depth: 100 nm
silicon site density: 5e+22 cm^-3
dopant density: 1e+19 cm^-3
melting temperature: 1690 K
latent heat: 0.52 eV/atom
kinetic undercooling per speed: 15 K/(m/s)
interface diffusion activation energy: 0.3 eV
crystal-melt surface energy: 0.4 J/m2
solid diffusivity: 1e-11 cm2/s
TRAPPING
exchange rate: 1.6e+11 1/s
mean layer exposure time: 62.5 ps
interface diffusion speed v_D: 40 m/s
speed ratio v/v_D: 0.1
trapping coefficient k: 0.091091
enhancement k/k_e: 455.45
simulated k: 0.09104
standard error of simulated k: 0.0002877
v_D recovered from simulation: 40.025 m/s
standard error of recovered v_D: 0.13943 m/s
speed for k = 1/2: 39.984 m/s
k at 0.1 m/s: 0.0026933
k at 1 m/s: 0.024585
k at 10 m/s: 0.20016
k at 40 m/s: 0.5001
largest simulation deviation: 0.8581 standard errors
LIQUID PROFILE
solid solute fraction: 0.0002
interface liquid solute fraction: 0.0021956
continuum boundary length: 2.5 nm
lattice boundary length: 2.623 nm
continuum excess as solid thickness: 24.945 nm
lattice excess as solid thickness: 27.44 nm
continuum excess / melt depth: 24.945 %
LIMITS OF THE MODEL
k for gamma exposure times, shape 3: 0.012487
k for equal exposure times: 0.00024539
finite-concentration change of k: 0.19956 %
interface undercooling: 60 K
k_e at undercooled interface: 0.00012817
v_D at undercooled interface: 37.079 m/s
k at undercooled interface: 0.097489
solvent remelting/freezing rate ratio: 0.87684
liquidus slope magnitude: 473.21 K per mole fraction
capillary coefficient: 162.28 K nm
critical dopant density for planarity: 6.2613e+19 cm^-3
freezing time: 25 ns
solid diffusion length: 0.0070711 nm
```
